\section*{Zeeman splittings leave the sign of det g undetermined}

\section{Equal splittings, opposite phases}

A model hole in a strained germanium well, in a field of $0.1$ T, has a ground doublet split by $1.92\times10^{-6}$ eV along $x$, $5.2\times10^{-7}$ eV along $y$ and $1.235\times10^{-4}$ eV along $z$. Reverse the whole magnetic-moment operator of the model, and the splitting stays the same for every field direction. Now carry the field slowly once around a cone at $89^\circ$ from $z$. The ground state of the first hole gains a geometric phase of $+0.262$ rad, that of the second $-0.262$ rad. Two systems that no map of splittings can tell apart respond differently to a moving field.

The belief at stake is that such a map, taken over all static directions, determines the $g$ matrix apart from the choice of basis in the doublet. A count of parameters supports it. A real $3\times3$ matrix has nine entries, a rotation of the doublet basis removes three, and the splittings determine six numbers. The continuous parameters are indeed all found. What the count misses is a sign.

\section{What the splittings determine}

Take a doublet whose two states are time-reversed partners, well separated from other levels. With $\hbar=1$, its linear Zeeman Hamiltonian is
\begin{equation}
H=\frac{\mu_B}{2}\sum_{ij}\sigma_i g_{ij}B_j=\frac{\mu_B}{2}\,\boldsymbol\sigma\cdot g\mathbf B ,
\end{equation}
where $\mu_B=1/2$ in atomic units. The first index of $g$ belongs to the doublet basis, the second to the laboratory. Since $(\boldsymbol\sigma\cdot\mathbf a)^2=|\mathbf a|^2$ for real $\mathbf a$, the levels are $\pm\mu_B|g\mathbf B|/2$, and the splitting is
\begin{equation}
\Delta_Z=\mu_B\sqrt{\mathbf B^TG\,\mathbf B},\qquad G=g^Tg .
\end{equation}
Fields along the axes give $G_{xx},G_{yy},G_{zz}$. A field along $(\hat x+\hat y)/\sqrt2$ gives $(G_{xx}+G_{yy})/2+G_{xy}$, and the other two diagonals give $G_{xz}$ and $G_{yz}$. Six directions suffice; further ones add nothing.

Let $\det g\neq0$, and let $\sqrt G$ be the positive root. Define $R=g\,G^{-1/2}$. Then
\begin{equation}
R^TR=G^{-1/2}g^Tg\,G^{-1/2}=1 ,
\end{equation}
so every $g$ with this $G$ has the form $R\sqrt G$ with $R$ orthogonal. As $\det\sqrt G>0$, the signs of $\det R$ and $\det g$ agree.

A change of basis $U$ turns each $\sigma_i$ into $\mathbf r_i\cdot\boldsymbol\sigma$, with orthonormal real vectors $\mathbf r_i$. The identity $\sigma_x\sigma_y\sigma_z=i$ must survive. For orthonormal vectors,
\begin{equation}
(\mathbf r_1\cdot\boldsymbol\sigma)(\mathbf r_2\cdot\boldsymbol\sigma)(\mathbf r_3\cdot\boldsymbol\sigma)
=i\,(\mathbf r_1\times\mathbf r_2)\cdot\boldsymbol\sigma\;\mathbf r_3\cdot\boldsymbol\sigma
=i\,(\mathbf r_1\times\mathbf r_2)\cdot\mathbf r_3 ,
\end{equation}
where the last step uses that $\mathbf r_1\times\mathbf r_2$ is parallel to $\mathbf r_3$. The triple product is therefore $+1$: a basis change is a proper rotation. Conversely, $U=e^{-i\theta\,\mathbf n\cdot\boldsymbol\sigma/2}$ supplies the rotation by any angle about any axis. Matrices with equal $G$ thus fall into two classes, told apart by the sign of $\det g$, and $g\to-g$ leads from one to the other.

The signs of single principal values have no such standing. A half turn of the doublet basis about its third axis reverses the first two rows of $g$ together. Only the sign of the product of all three survives.

\section{Stronger static fields do not help}

One might hope that terms beyond the linear one reveal the sign. Time reversal maps $H(\mathbf B)$ to $H(-\mathbf B)$ and $\boldsymbol\sigma$ to $-\boldsymbol\sigma$. Hence the effective Hamiltonian of the isolated doublet is
\begin{equation}
H=c(\mathbf B)+\boldsymbol\sigma\cdot\mathbf f(\mathbf B),\qquad
c(-\mathbf B)=c(\mathbf B),\quad \mathbf f(-\mathbf B)=-\mathbf f(\mathbf B).
\end{equation}
The splitting $2|\mathbf f|$ does not change under $\mathbf f\to-\mathbf f$. Equilibrium magnetization and torque do not help either, because both are derivatives of a free energy that depends on the levels alone.

\section{Where the sign appears}

For any vectors $\mathbf a,\mathbf b,\mathbf c$, the triple product obeys $(g\mathbf c)\cdot(g\mathbf a\times g\mathbf b)=\det g\;\mathbf c\cdot(\mathbf a\times\mathbf b)$. As $\mathbf c$ is arbitrary,
\begin{equation}
g^T(g\mathbf a\times g\mathbf b)=\det g\;\mathbf a\times\mathbf b .
\label{cof}
\end{equation}

\subsection{Free precession}

Let $\mathbf s=\langle\boldsymbol\sigma\rangle$. From $d\mathbf s/dt=i\langle[H,\boldsymbol\sigma]\rangle$ and $[\sigma_i,\sigma_k]=2i\epsilon_{ikl}\sigma_l$,
\begin{equation}
\frac{ds_k}{dt}=-\mu_B\,\epsilon_{ikl}(g\mathbf B)_i s_l
\quad\Longrightarrow\quad
\frac{d\mathbf s}{dt}=\mu_B\,g\mathbf B\times\mathbf s .
\end{equation}
The vector $\mathbf s$ depends on the basis. The magnetic moment $-\langle\partial H/\partial\mathbf B\rangle=-\mu_B\mathbf m/2$, with $\mathbf m=g^T\mathbf s$, does not. Because $G^{-1}=g^{-1}(g^T)^{-1}$, we have $\mathbf s=(g^T)^{-1}\mathbf m=g\,G^{-1}\mathbf m$. Multiplying by $g^T$ and using Eq.~(\ref{cof}),
\begin{equation}
\frac{d\mathbf m}{dt}=\mu_B\,\det g\;\mathbf B\times G^{-1}\mathbf m .
\end{equation}
The splittings fix $G$, hence the rate and the shape of the orbit; the sign of $\det g$ fixes the sense in which it is run. For $g=g_0\,1$ the prefactor $g_0^3/g_0^2$ restores the usual $\mu_Bg_0\,\mathbf B\times\mathbf m$.

\subsection{Circular magnetic drive}

Let the static field lie along the unit vector $\mathbf b$, and let a weak field rotate in the plane of orthonormal $\mathbf u,\mathbf v$, with $\mathbf w=\mathbf u\times\mathbf v$:
\begin{equation}
B_1(\mathbf u\cos\omega t\pm\mathbf v\sin\omega t)
=\frac{B_1}{\sqrt2}\left(\mathbf e_\pm e^{-i\omega t}+\text{c.c.}\right),
\quad \mathbf e_\pm=\frac{\mathbf u\pm i\mathbf v}{\sqrt2}.
\end{equation}
The term in $e^{-i\omega t}$ drives absorption. Its strength is $W_\pm=|\langle\uparrow|\boldsymbol\sigma\cdot g\mathbf e_\pm|\downarrow\rangle|^2$, where the upper state has its spin along $\mathbf n=g\mathbf b/|g\mathbf b|$. Choose spin axes $1,2$ with $\hat1\times\hat2=\mathbf n$, and write $\boldsymbol\alpha=g\mathbf u$, $\boldsymbol\beta=g\mathbf v$. Up to a phase the matrix element of $\boldsymbol\sigma\cdot\mathbf a$ is $a_1-ia_2$, so
\begin{align}
W_\pm&=\tfrac12\left|(\alpha_1\pm\beta_2)+i(\pm\beta_1-\alpha_2)\right|^2\nonumber\\
&=\tfrac12\left(\alpha_1^2+\alpha_2^2+\beta_1^2+\beta_2^2\right)\pm\mathbf n\cdot(\boldsymbol\alpha\times\boldsymbol\beta).
\end{align}
Writing $\mathbf n=g\mathbf b/|g\mathbf b|$ in the last term and applying Eq.~(\ref{cof}),
\begin{equation}
W_+-W_-=\frac{2\det g\;\mathbf b\cdot\mathbf w}{|g\mathbf b|}.
\end{equation}
The sum is the squared length of $\boldsymbol\alpha$ and $\boldsymbol\beta$ less their parts along $\mathbf n$:
\begin{equation}
W_++W_-=\mathbf u^TG\mathbf u+\mathbf v^TG\mathbf v-\frac{(\mathbf b^TG\mathbf u)^2+(\mathbf b^TG\mathbf v)^2}{\mathbf b^TG\mathbf b}.
\end{equation}
It contains $G$ alone. The difference vanishes if the static field lies in the plane of rotation, and a linearly polarized drive has no sense of rotation to compare.

For diagonal $g$ and $\mathbf b=\mathbf w=\hat z$ these results combine into
\begin{equation}
W_\pm=\tfrac12\left(g_x\pm\operatorname{sgn}(g_z)\,g_y\right)^2 .
\label{diag}
\end{equation}

\subsection{A slowly turning field}

Give $\mathbf n$ polar angles $\vartheta,\varphi$. The lower state is $(-\sin\frac\vartheta2,\ \cos\frac\vartheta2\,e^{i\varphi})$, and its geometric phase over a closed loop is
\begin{equation}
\gamma=\oint i\langle\psi|d\psi\rangle=-\oint\cos^2\tfrac\vartheta2\,d\varphi
=\tfrac12\oint(1-\cos\vartheta)\,d\varphi-\oint d\varphi .
\end{equation}
The last integral is a multiple of $2\pi$, so $\gamma=\Omega/2$ modulo $2\pi$, with $\Omega$ the signed solid angle swept by $\mathbf n$. Let $\mathbf h=g\mathbf b$. In $\mathbf n\cdot(\partial_1\mathbf n\times\partial_2\mathbf n)$ the derivatives of $|\mathbf h|$ multiply $\mathbf h$ itself and drop out of the triple product. What remains is
\begin{equation}
d\Omega=\frac{\mathbf h\cdot(\partial_1\mathbf h\times\partial_2\mathbf h)}{|\mathbf h|^3}\,d\xi_1d\xi_2,
\qquad
\Omega=\det g\int\frac{dS}{|g\mathbf b|^3},
\end{equation}
where $\xi_1,\xi_2$ are coordinates on the unit sphere of field directions and $dS$ is its area element. The phase reverses with $\det g$. The upper state gains $-\Omega/2$, so a superposition of the two levels acquires the relative phase $\Omega$. The dynamical phase depends on the splitting and is the same when the loop is run backwards; the geometric phase is not, which allows the two to be separated.

\section{A hole with either sign}

Heavy holes offer both signs within one material. In the four valence states with $J=3/2$, take
\begin{align}
H_0&=\frac{\Delta}{2}\left(J_z^2-\tfrac54\right)+E\,(J_x^2-J_y^2),\\
H_Z&=-2\mu_B\sum_i\left(\kappa J_i+qJ_i^3\right)B_i ,
\end{align}
where $\Delta$ is the heavy--light splitting and $E$ a rhombic coupling, caused for example by unequal strain along $x$ and $y$. These are energies of valence electrons. The sign convention for $\kappa$ is such that a bare spin in $p$ states, with the orbital moment left out, has a negative $\kappa$. There $\mathbf S=\mathbf J/3$ within $J=3/2$, so $2\mu_B\mathbf S\cdot\mathbf B=\frac23\mu_B\mathbf J\cdot\mathbf B$, which is $\kappa=-1/3$.

\subsection{From electrons to the hole}

Let $a_i$ remove an electron from valence state $i$. A hole is created by $d_i^\dagger=a_i$, and
\begin{equation}
\sum_{ij}h_{ij}a_i^\dagger a_j=\operatorname{Tr}h-\sum_{ij}h_{ij}\,d_j^\dagger d_i .
\end{equation}
The hole matrix is $-h^T$, not $-h$. For a doublet, $-\boldsymbol\sigma^T=\sigma_y\boldsymbol\sigma\sigma_y$, so $-h^T$ has the same $g$ as $h$ up to a basis change. Negating $h$ without the transpose gives $-g$: every splitting comes out right and $\det g$ has the wrong sign. A comparison with measured splittings cannot expose this slip.

\subsection{The three g factors}

The operator $J_x^2-J_y^2$ couples $|\frac32\rangle$ to $|-\frac12\rangle$, and $|-\frac32\rangle$ to $|\frac12\rangle$, with element $\sqrt3$. The upper valence doublet, which holds the hole, is
\begin{equation}
|\pm\rangle=c\,|\pm\tfrac32\rangle+s\,|\mp\tfrac12\rangle,\qquad \tan2\theta=\frac{2\sqrt3E}{\Delta},
\end{equation}
with $c=\cos\theta$ and $s=\sin\theta$. The elements of $J_x$ between neighbouring states are $\frac{\sqrt3}2,1,\frac{\sqrt3}2$. Summing over three-step paths, $J_x^3$ has the elements $\frac34$ between $\pm\frac32$, $\frac{\sqrt3}2(\frac34+1)=\frac{7\sqrt3}8$ between $\frac32$ and $\frac12$ (and their mirror images), and $1+2\cdot\frac34=\frac52$ between $\pm\frac12$. Therefore
\begin{align}
\langle+|J_x|-\rangle&=\sqrt3cs+s^2,\\
\langle+|J_x^3|-\rangle&=\tfrac34c^2+\tfrac{7\sqrt3}4cs+\tfrac52s^2 .
\end{align}
Comparison with $\frac{\mu_B}2\sigma_xg_xB_x$ multiplies these by $2\times(-2)$. For $y$, each element $\langle m|\cdot|m'\rangle$ acquires the factor $(-i)^{m-m'}$. It equals $-i$ for the $cs$ terms, where $m-m'=1$, as in $\sigma_y$. It equals $+i$ for the $c^2$ and $s^2$ terms, where $m-m'=3$ and $-1$, and these change sign. The $z$ component is diagonal. Thus
\begin{align}
g_x&=-\left[4\kappa(\sqrt3cs+s^2)+q(3c^2+7\sqrt3cs+10s^2)\right],\\
g_y&=-\left[4\kappa(\sqrt3cs-s^2)+q(-3c^2+7\sqrt3cs-10s^2)\right],\\
g_z&=-\left[2\kappa(3c^2-s^2)+\tfrac q2(27c^2-s^2)\right].
\end{align}
For weak mixing $s\simeq\sqrt3E/\Delta$. Dropping $s^2$ and $qs$,
\begin{equation}
g_x\simeq-3q-\frac{12\kappa E}\Delta,\quad
g_y\simeq3q-\frac{12\kappa E}\Delta,\quad
g_z\simeq-6\kappa-\frac{27q}2 .
\end{equation}
With $\kappa,q>0$, the determinant is positive for small $E$ and changes sign near $E=\pm q\Delta/(4\kappa)$. At $E=0$, Eq.~(\ref{diag}) gives $W_-=0$: the hole absorbs in the same sense as a free electron. If $12\kappa E/\Delta$ far exceeds $3q$ while $s$ is still small, $g_x\simeq g_y$ and the other sense prevails.

\section{Numbers for two holes}

Take $\kappa=3.4$, $q=0.07$ and $\Delta=0.07$ eV. Hole A has $E=2\times10^{-4}$ eV, hole B $8\times10^{-4}$ eV; all else is held fixed. For A the weak-mixing term is $12(3.4)(2\times10^{-4})/0.07=0.117$, so $g_y\simeq0.210-0.117=0.093$. The full formulas give
\begin{align}
\text{A:}\quad&(g_x,g_y,g_z)=(-0.331,\ 0.090,\ -21.34),& \det g&=0.63,\\
\text{B:}\quad&(g_x,g_y,g_z)=(-0.698,-0.267,-21.33),& \det g&=-3.98 .
\end{align}
In a static field along $z$, Eq.~(\ref{diag}) with $g_z<0$ gives for A
\begin{equation}
W_+=\tfrac12(0.3311+0.0896)^2=0.088,\quad W_-=\tfrac12(0.3311-0.0896)^2=0.029 .
\end{equation}
The dichroism $(W_+-W_-)/(W_++W_-)$ is $0.50$ for A and $-0.67$ for B. The partner of A with $-g$, equal to it in every splitting, would show $-0.50$.

At resonance the drive couples the levels with $M_\pm=\mu_BB_1\sqrt{W_\pm}/(2\sqrt2)$, and the flip probability after time $t$ is $\sin^2(M_\pm t/\hbar)$ when $M_\pm$ is far below the splitting. For $B_1=10^{-4}$ T, A has $M_+=6.1\times10^{-10}$ eV and flips fully after $\pi\hbar/(2M_+)=1.7$ microseconds. A field turning the other way, applied for the same time, flips it with probability $0.62$.

The opening phase can be estimated too. On the $89^\circ$ cone, $\mathbf n$ traces an ellipse around the pole whose tangent-plane semi-axes are $|g_x/g_z|\tan89^\circ=0.89$ and $|g_y/g_z|\tan89^\circ=0.24$. Its area, $0.67$, exceeds the solid angle because the cone is wide. Multiplying the overlaps of successive ground states around the loop, found by numerical diagonalization, gives $\Omega/2=0.262$ rad, or $\Omega=0.52$. For B the phase is $-0.98$ rad.

\section{What a change of sign leaves in the splittings}

Between A and B, $g_y$ passes through zero. The full formula puts this at $E=3.50\times10^{-4}$ eV; the weak-mixing estimate, $3.60\times10^{-4}$ eV, is 3\% higher. There the linear splitting along $y$ vanishes. This is general as long as the doublet stays separate from all other levels: $\det g$ then varies continuously and must pass through zero between opposite signs, and there some direction satisfies $g\mathbf B=0$. If the doublet crosses another one, $\det g$ can jump instead.

Splittings followed along a tuning parameter can therefore show that the sign has changed. The splitting along the critical direction falls linearly to zero and rises again, as $|g_y|$ does here. If $g_y$ merely touched zero, the sign would not change, so the shape near the minimum matters. Even a clear crossing gives a relative sign. The absolute sign needs more than the static levels of the isolated doublet: a dynamical measurement, a coupling with transverse parts to a second moment whose own sign is known (a pure Ising coupling $\sigma_z\tau_z$ leaves the levels of the pair blind to the sign), or a microscopic model whose signs are trusted.

\section{Real germanium wells}

The values of $\kappa$, $q$ and $\Delta$ are rough typical ones for strained germanium wells. With a rough deformation potential $b=2.3$ eV, for which $E=b(\epsilon_{xx}-\epsilon_{yy})/2$, the critical coupling needs a strain difference of $3.0\times10^{-4}$. That is small enough for strain from gate metal to matter.

One neglected effect that moves the numbers strongly is orbital motion in $g_z$. Heavy and light holes are coupled by $\sqrt3\gamma_3(\hbar^2/m_0)k_\mp k_z$. In second order the valence states $\pm\frac32$, which lie above the light-hole states, are raised in proportion to $k_-k_+$ and $k_+k_-$ respectively. With $\hbar\mathbf k=\mathbf p+e\mathbf A$ and the field along $z$, the first product is larger by $2eB/\hbar$, so that the negative $g_z$ gains the positive amount
\begin{equation}
\delta g_z=12\gamma_3^2\frac{\hbar^2}{m_0}\sum_n\frac{|\langle n|k_z|1\rangle|^2}{\Delta_n},
\end{equation}
where $\Delta_n$ is the gap from the lowest heavy-hole subband to light-hole subband $n$. For a hard-walled well of $16$ nm and rough Luttinger parameters $\gamma_{1,2,3}=13.4,\,4.2,\,5.7$, this is $5.3$. It lowers $|g_z|$ from $21.3$ to about $16$ and, with $g_x$ and $g_y$ held fixed, raises the phase of A from $0.26$ to $0.41$ rad. In a round harmonic dot with an oscillator length of $50$ nm, orbital motion also shifts $g_x$ and $g_y$ by about $0.01$ each, to $-0.321$ and $0.081$; in a four-band model of well and dot together $|g_z|$ is $15.9$ and the phase about $0.37$ rad. The orbital term does not reverse $g_z$, and Eq.~(\ref{diag}) contains only the sign of $g_z$. Shear strain $\epsilon_{xz}$, also left out of the model, tilts the principal axes of $g$, which matters on a cone only $1^\circ$ from the plane. With a rough shear deformation potential of $5$ eV, $\epsilon_{xz}=10^{-4}$ tilts them by $0.5^\circ$ and moves the phase of A from $0.26$ to $0.30$ rad, and $3\times10^{-4}$ tilts them by $1.4^\circ$ and gives $0.69$ rad; the sign of $\det g$ stays the same.

Two practical limits are harsher. Near the $y$ axis, a tilt of $0.24^\circ$ towards $z$ makes the $g_z$ part of the splitting of A as large as the $g_y$ part. And a microwave carries an electric field: in a plane wave with $B_1=10^{-4}$ T, the energy $ecB_1\ell$ over $\ell=50$ nm is $1.5\times10^{-3}$ eV, against a magnetic coupling of $6\times10^{-10}$ eV. The first figure is a bare charge energy, not a spin-flip rate, but the ratio shows that electric driving may swamp the magnetic signal. The dichroism formula then no longer describes the experiment. Free precession and the slowly turned field need no microwave during the evolution that carries the sign, but the spin must stay coherent throughout. The turned field must also be well reproducible: for A at $0.1$ T on the $89^\circ$ cone, the two levels gain a relative dynamical phase of about $400$ rad in $100$ ns, which has to be the same for both senses of the loop if the geometric phase is to be separated.

Numbers in the example were calculated in double precision.
